# Sheet resistance of a square film from van der Pauw readings

## The problem

A uniform, isotropic conducting film is a square of side 10 mm on an insulating support. It has no holes. Small contacts sit at its corners A, B, C and D, taken in order around the edge. Two four-terminal readings are made at a current of 10 µA:

- **Reading 1.** Current $I$ enters at A and leaves at B. The reading is $R_1=(V_D-V_C)/I$.
- **Reading 2.** Current $I$ enters at B and leaves at C. The reading is $R_2=(V_A-V_D)/I$.

Both voltages are 10 mV, so $R_1=R_2=R=1$ kΩ. What is the sheet resistance $R_s$? If a separate measurement gives a carrier density $n=10^{12}$ cm⁻² of a single carrier type, what is the mobility?

## A tempting solution

A strip of length $L$, width $W$ and sheet resistance $R_s$ has resistance

$$R=R_s\frac{L}{W}.$$

The film is a square, so $L/W=1$ and $R_s=R=1$ kΩ per square. The two readings agree, which seems to confirm the answer.

## Where it fails

The strip formula describes a particular flow. Current enters through an electrode covering one whole side, runs in parallel lines, and leaves through an electrode covering the opposite side. The voltage is taken between those two electrodes. The current density is then $I/W$, the field is $R_sI/W$, and the voltage over the length $L$ is $R_sIL/W$.

Neither half of that description holds here. The current enters at one corner and leaves at the next, so it is crowded near side AB and weak near side DC. The voltage is measured along DC, where little current flows. The reading must therefore be smaller than $R_s$, and the task is to find by what factor. The agreement of the readings is what the symmetry of a uniform isotropic square requires; it doesn't fix the factor.

## The right solution

### Equations for the potential

Let $\phi$ be the potential and $\mathbf K$ the current per unit width in the film. For an ohmic film,

$$\mathbf K=-\frac{1}{R_s}\nabla\phi .$$

The film thickness is not needed, since $R_s$ already contains it. "Per square" is a label: $R_s$ has the unit ohm. In a steady state no charge accumulates, so $\nabla\cdot\mathbf K=0$ away from the contacts. Because $R_s$ is uniform, this becomes

$$\nabla^2\phi=0 .$$

No current crosses a free edge, so the derivative of $\phi$ normal to the edge vanishes there. These conditions and the contact currents fix $\phi$ up to a constant: the difference of two solutions would carry no injected current, hence dissipate no power, hence have zero gradient.

The voltmeter is taken to draw no current. A resistance at a voltage contact then causes no voltage drop, and a resistance at a current contact does not alter the imposed current.

### A point contact on a straight edge

Consider first a film filling a half-plane, with current $I$ entering at a point on its edge. Reflecting the film in its edge gives a whole plane with current $2I$ entering at one point. That arrangement has full rotational symmetry, so its flow is radial and equal in all directions. No current crosses the line of the edge, and each half carries $I$, so the flow in the film is the same. At distance $r$ it crosses a semicircle of length $\pi r$, so

$$K_r=\frac{I}{\pi r},\qquad \frac{d\phi}{dr}=-R_sK_r=-\frac{R_sI}{\pi r}.$$

Integration gives

$$\phi=-\frac{R_sI}{\pi}\ln r+\text{constant}. \tag{1}$$

Radial flow runs along the edge, not across it, so the edge condition holds. A contact that removes current contributes the same expression with the opposite sign, and the contributions add because the equations are linear.

### Turning the half-plane into the square

Let $w$ be a complex coordinate in the upper half-plane, and define

$$z(w)=\int_0^w\frac{dt}{\sqrt t\,\sqrt{1-t}\,\sqrt{1+t}} . \tag{2}$$

To see the shape of the image, follow the real axis, passing just above the points $-1$, $0$ and $1$. Between these points the phase of $dz/dw$ is constant, so each piece becomes a straight line.

- From $w=0$ to $1$ the integrand is positive, and $z$ moves right from the origin by $s=\int_0^1dt/\sqrt{t(1-t^2)}$.
- For $w>1$, the phase of $1-w$ is $-\pi$, so $1/\sqrt{1-w}$ supplies a factor $i$. The image turns upward.
- From $w=0$ down to $-1$, the phase of $w$ is $\pi$ and $1/\sqrt w$ supplies $-i$. Since $dw$ is negative, $dz$ is $+i$ times a positive length. The image moves up from the origin, again by $s$.
- For $w<-1$, the factor $1/\sqrt{1+w}$ supplies another $-i$, making $-1$ in all. With $dw$ negative, the image moves right.

The two outer pieces each have length $\int_1^\infty dt/\sqrt{t(t^2-1)}$. Put $t=1/u$, so that $dt=-du/u^2$ and $\sqrt{t(t^2-1)}=u^{-3/2}\sqrt{1-u^2}$. The minus sign reverses the limits, and

$$\int_1^\infty\frac{dt}{\sqrt{t(t^2-1)}}
=\int_0^1\frac{u^{3/2}}{u^2\sqrt{1-u^2}}\,du
=\int_0^1\frac{du}{\sqrt{u(1-u^2)}}=s .$$

All four sides equal $s=2.622$, so the image is a square. Its boundary is traced once, and therefore each interior point corresponds to one point $w$. The corners are

$$D:\ w=-1,\qquad A:\ w=0,\qquad B:\ w=1,\qquad C:\ w=\infty .$$

Enlarging this square to 10 mm changes no resistance: lengths grow by some factor and fields shrink by the same factor, leaving voltages unchanged at fixed current.

The map also carries the physics across. Near any interior point it is a rotation combined with a uniform change of scale. A harmonic function stays harmonic, and an insulated edge stays insulated. If lengths grow by a factor $m$, the gradient of $\phi$ falls by $m$, so the current through a corresponding line is unchanged. The half-plane solution can thus be used for the square, with the same $R_s$.

### Reading 1

Current enters at $w=0$ and leaves at $w=1$. From equation (1),

$$\phi=-\frac{R_sI}{\pi}\bigl[\ln|w|-\ln|w-1|\bigr]+\phi_0 .$$

At D, $|w|=1$ and $|w-1|=2$. At C, $w$ is infinite and the two logarithms cancel. Hence

$$V_D=\phi_0+\frac{R_sI}{\pi}\ln2,\qquad V_C=\phi_0,\qquad
R_1=\frac{V_D-V_C}{I}=\frac{\ln2}{\pi}R_s .$$

The sign is right: D is next to the corner where current enters, and C is next to the corner where it leaves. The $\ln2$ comes from D being twice as far from B as from A in the half-plane.

### Reading 2

Current enters at $w=1$ and leaves at infinity, which is C. One logarithm is enough:

$$\phi=-\frac{R_sI}{\pi}\ln|w-1|+\phi_0' .$$

At A, $|w-1|=1$; at D, $|w-1|=2$. Therefore

$$R_2=\frac{V_A-V_D}{I}=\frac{R_s}{\pi}(-\ln1+\ln2)=\frac{\ln2}{\pi}R_s .$$

The readings are equal, as the symmetry of the square requires. Solving for the sheet resistance,

$$\boxed{R_s=\frac{\pi}{\ln2}R}$$

and with the measured value

$$R_s=4.532\times1.000\ \text{kΩ}=4.53\ \text{kΩ per square}.$$

The tempting answer was too small by a factor of 4.53.

### Mobility

For one carrier type the sheet conductance is $1/R_s=ne\mu$, where $e$ is the elementary charge. Thus

$$\mu=\frac{1}{neR_s}
=\frac{1}{(10^{12}\ \text{cm}^{-2})(1.602\times10^{-19}\ \text{C})(4532\ \Omega)}
\approx1.38\times10^3\ \text{cm}^2/\text{Vs}.$$

Using 1 kΩ for $R_s$ would have made the mobility 4.53 times too large.

## A second road, and where the strip formula returns

The result can be obtained without the map. It costs little to treat a rectangle, with $x$ from 0 to 1 along AB and $y$ from 0 to $h$ across the film, both in units of the length AB. The square is $h=1$.

For reading 1, the current entering through the edge $y=0$ is concentrated at its ends:

$$-\frac1{R_s}\left.\frac{\partial\phi}{\partial y}\right|_{y=0}
=I\,[\delta(x)-\delta(x-1)],$$

where each delta function has its whole weight inside the film. Expand the right side in $\cos k\pi x$, which has zero slope at $x=0$ and $x=1$. The coefficients are

$$2I\,[1-(-1)^k]=\begin{cases}4I,&k\ \text{odd}\\0,&k\ \text{even}\end{cases}$$

and the constant term is zero because equal currents enter and leave. A solution of Laplace's equation with no current through $y=h$ is

$$\phi=\sum_{k\ \text{odd}}b_k\cos(k\pi x)\cosh[k\pi(h-y)].$$

Its derivative at $y=0$ gives $b_kk\pi\sinh(k\pi h)/R_s=4I$, so

$$b_k=\frac{4R_sI}{k\pi\sinh(k\pi h)} .$$

On the far edge the hyperbolic cosine equals 1. At D the cosine is $+1$, and at C it is $-1$ for odd $k$. The difference doubles the sum:

$$\frac{R_1}{R_s}=\frac8\pi\sum_{k\ \text{odd}}\frac{1}{k\sinh(k\pi h)} . \tag{3}$$

For the square, the first term gives 0.22050 and two terms give 0.220635. The closed result is $\ln2/\pi=0.220636$. A separate finite-element solution with 120 cells per side gives 0.22061 for both readings, about 0.01% below the closed result.

Equation (3) has two useful limits.

**Current driven across the end of a long film, $h\gg1$.** Here $\sinh(\pi h)\approx e^{\pi h}/2$, and the first term dominates:

$$\frac{R_1}{R_s}\approx\frac{16}{\pi}e^{-\pi h}.$$

The far edge hardly notices the current.

**Current driven along a narrow bar, $h\ll1$.** Since $\sinh u\ge u$, each term of $h$ times the series is bounded by a term of a convergent sum, and we may replace $\sinh(k\pi h)$ by $k\pi h$:

$$\frac{R_1}{R_s}\sim\frac{8}{\pi^2h}\sum_{k\ \text{odd}}\frac1{k^2}
=\frac{8}{\pi^2h}\,\frac{\pi^2}{8}=\frac1h .$$

This is the strip formula, with $L/W=1/h$. It is the leading term: the ratio of the two sides tends to one, but their difference tends to the constant $-(\ln16)/\pi\approx-0.88$, which comes from the crowded flow near the two ends. At $h=0.1$ the reading is $9.12R_s$, not $10R_s$. Even with point contacts, the current fills the width of a narrow bar over most of its length. In a square it has no room to do so, and inserting $h=1$ in the narrow-bar limit is the original mistake.

## What equal readings do and do not show

**Other contact positions.** Any film without holes can be mapped to a half-plane; this is the Riemann mapping theorem. Place A, B and C at $0$, $1$ and $\infty$ as before. D then lies at some $w=-p$, with $p>0$. The same potentials give

$$R_1=\frac{R_s}{\pi}\ln\frac{1+p}{p},\qquad
R_2=\frac{R_s}{\pi}\ln(1+p).$$

Consequently $e^{-\pi R_1/R_s}=p/(1+p)$ and $e^{-\pi R_2/R_s}=1/(1+p)$, whose sum is

$$e^{-\pi R_1/R_s}+e^{-\pi R_2/R_s}=1 . \tag{4}$$

This is the van der Pauw relation. Equal readings require $p=1$ and return the boxed formula, for point contacts anywhere on the edge of a uniform isotropic film without holes.

**Anisotropy along the edges.** Let the conductances along $x$ and $y$ be $\sigma_x$ and $\sigma_y$. Stretch $x$ by $(\sigma_y/\sigma_x)^{1/4}$ and $y$ by $(\sigma_x/\sigma_y)^{1/4}$. Both directions then have conductance $\sqrt{\sigma_x\sigma_y}$, and the square becomes a rectangle with $h=\sqrt{\sigma_x/\sigma_y}$. Equation (3) applies, with $R_s$ replaced by $\bar R=1/\sqrt{\sigma_x\sigma_y}$. For reading 2, $h$ is replaced by $1/h$.

Take $\sigma_x/\sigma_y=1.2$ and hold $\bar R$ at 4.532 kΩ. The readings become 0.740 and 1.317 kΩ, a ratio of 1.78. The leading exponential explains this sensitivity: it predicts a ratio $e^{\pi(h-1/h)}\approx1.77$ for $h=\sqrt{1.2}$. Unequal readings should go into equation (4), which here gives $0.599+0.401=1.000$ and so recovers $\bar R$.

**Anisotropy along the diagonals.** Reflection in BD exchanges A and C and leaves this film unchanged. It turns reading 1 into current from C to B with voltage $V_D-V_A$. Reversing the current gives reading 2, so the readings are equal. Stretching along the diagonals makes the film isotropic, and the argument for equation (4) then gives $\bar R=\pi R/\ln2$. Equal readings thus do not prove isotropy; in this case the formula returns the geometric mean of the two principal sheet resistances.

**A central defect.** The same reflection argument applies to a damaged disc at the centre. For a disc 3 mm across with half the conductivity of its surroundings, the finite-element solution raises both readings by about 14%, with the surrounding film held fixed. If both readings were nevertheless 1 kΩ, the surrounding sheet resistance would be about $4.53/1.14\approx4.0$ kΩ per square. Equal readings would give no warning.

**Finite contacts.** A metal pad is an equipotential that short-circuits the film beneath it. For ideal square pads covering all four corners, the finite-element readings are lower than for point contacts. At a fixed reading of 1 kΩ, the inferred $R_s$ must be raised by 0.33% for 1 mm pads and 5.4% for 2 mm pads, relative to the point-contact value. Doubling the pad side multiplies the lowering of the reading by 15.5, close to the 16 of a fourth-power law. A plausible reason is that $w$ varies as $z^2$ near corner A, so a pad of side $d$ has an image of size proportional to $d^2$; a correction quadratic in that image size would vary as $d^4$.

## The numbers beside a real film

The chosen parameters lie in the regime of large-area graphene on oxidised silicon at 300 K, where sheet resistances from several hundred ohms to a few kilohms and mobilities of order $10^3$ cm²/Vs are rough typical values. The example is towards the resistive end. Real transferred films can contain tears, folds and thicker patches, so uniformity is the assumption most in doubt; the disc above shows a shift of 14% from one chosen defect, not a universal error.

Local ohmic transport is well justified for the uniform model. Graphene's four spin and valley states give $k_F=\sqrt{\pi n}$. With scattering time $\tau$ and carrier speed $v$, the degenerate estimates $\mu=ev\tau/(\hbar k_F)$ and $\ell=v\tau$ combine into a mean free path

$$\ell=\frac{\hbar k_F\mu}{e}\approx16\ \text{nm},$$

about $1.6\times10^{-6}$ of the film side. With a rough speed of $10^6$ m/s, the Fermi energy $\hbar vk_F$ is about 0.12 eV, compared with a thermal energy of 0.026 eV. The degenerate estimate is reasonable, though not sharp. The product $k_F\ell\approx2.8$ is also not large, so 16 nm is a rough length; it would have to be wrong by several orders of magnitude to matter on the scale of the film.

Heating is negligible at this current. With 1 mm pads the film dissipates 0.98 µW. If that heat flows evenly through 300 nm of oxide with a rough conductivity of 1.4 W/(m K), the average temperature drop across the oxide is about $2\times10^{-9}$ K. Silicon 0.5 mm thick beneath the oxide, with a conductivity of about 150 W/(m K) and its back face held at a fixed temperature, adds about $3\times10^{-8}$ K. Crowding near the pads makes the local heating uneven, but these averages leave a very large margin. For this example, pad size and film uniformity matter far more than heating or the finite mean free path. One effect outside the model is comparable with the pad correction. The power of 0.98 µW at 10 µA means about 98 mV between the current pads. If the silicon conducts and is held at a fixed potential, it acts as a gate: 300 nm of oxide with relative permittivity 3.9 changes the density by about $7\times10^{10}$ cm⁻² per volt, or about 0.7% across the film. At fixed mobility, with the current exit and the silicon both grounded, a single reading shifts by about half of that, 0.35%. The shift changes sign with the current, so averaging the two current directions removes it to first order. The numerical output lists the values used, apart from those for the silicon and this gating estimate.

## Values computed for the example and the checks

```
Each measured reading: 1.000 kilohm
Drive current: 10.0 microampere
Measured voltage: 10.00 mV
ln 2: 0.693147
Factor pi/ln 2: 4.532360
Sheet resistance: 4.5324 kilohm per square
Reading/Rs, closed result: 0.22063560
Reading/Rs, one series term: 0.22049845
Reading/Rs, two series terms: 0.22063545
Reading 1/Rs, finite elements: 0.220608
Reading 2/Rs, finite elements: 0.220608
Finite-element cells per side: 120
Mapped side length: 2.622058 (dimensionless)
Film side: 10.0 mm
Chosen carrier density: 1.00e+12 cm^-2
Inferred mobility: 1377 cm2/Vs
Pad side: 1 mm
  Rs correction at fixed reading: +0.332 %
Pad side: 2 mm
  Rs correction at fixed reading: +5.411 %
Pad effect growth, 1 to 2 mm: 15.49 times
Central disc diameter: 3.0 mm
Disc conductivity/surroundings: 0.5
Disc change of both readings: +14.17 %
Conductivity anisotropy ratio: 1.2
Edge-axis reading 1: 0.7401 kilohm
Edge-axis reading 2: 1.3172 kilohm
Diagonal-axis reading 1/Rs: 0.220608
Diagonal-axis reading 2/Rs: 0.220608
Mean free path: 16.1 nm
Mean free path/film side: 1.61e-06
Temperature: 300 K
Rough Fermi velocity: 1.0e+06 m/s
Fermi energy: 0.1167 eV
Thermal energy: 0.0259 eV
Joule power with 1 mm pads: 0.976 microwatt
Oxide thickness: 300 nm
Rough oxide conductivity: 1.4 W/(m K)
Average temperature drop in oxide: 2.09e-09 K
```
